# Choosing Mesh Step and Energy Threshold in a Numerov–Cooley Level Search

When vibrational levels are computed from a potential curve, two settings must be chosen: the radial mesh step $h$ and the energy threshold at which the iteration stops. They control different errors. In the example below, a step of 0.02 bohr leaves the $v=5$ level 0.073 cm$^{-1}$ too low, even though the last iteration changed the energy by less than $10^{-15}$ hartree. Tightening the threshold cannot repair this; reducing $h$ can. Choosing both settings sensibly requires the error law of each.

## What the solver solves

In atomic units, the radial equation for reduced mass $\mu$ is

$$-\frac{1}{2\mu}\psi''+V\psi=E\psi,\qquad\text{or}\qquad \psi''=k\psi,\quad k=2\mu(V-E).$$

For a rotating molecule, $V$ includes the centrifugal term. The mesh is $r_i=r_0+ih$, with $\psi_0=\psi_n=0$. The ends must lie where the true wave function is negligible.

Write $\delta^2f_i=f_{i+1}-2f_i+f_{i-1}$. Taylor expansion gives

$$\delta^2\psi=h^2\psi''+\frac{h^4}{12}\psi^{(4)}+\frac{h^6}{360}\psi^{(6)}+\dots$$

Applying the same expansion to $\psi''$ gives

$$h^2\Big(1+\frac{\delta^2}{12}\Big)\psi''=h^2\psi''+\frac{h^4}{12}\psi^{(4)}+\frac{h^6}{144}\psi^{(6)}+\dots$$

Subtract the second line from the first. Since $1/360-1/144=-1/240$, and $\psi''=k\psi$,

$$\delta^2\Big(\psi-\frac{h^2k}{12}\psi\Big)_i-h^2k_i\psi_i=\tau_i,\qquad \tau_i=-\frac{h^6}{240}\psi_i^{(6)}+O(h^8).$$

Define $w_i=1-h^2k_i/12$, $Y_i=w_i\psi_i$ and $g_i=h^2k_i/w_i$. Numerov's method drops $\tau_i$:

$$Y_{i+1}-(2+g_i)Y_i+Y_{i-1}=0. \tag{1}$$

An energy for which (1) holds at every interior point is a discrete level $E_h$. The iteration converges to $E_h$, not to the true $E$.

## The correction from the matching point

At a trial energy, (1) is run outward from $Y_0=0$ and inward from $Y_n=0$. In a forbidden region the equation has a growing and a decaying solution. Running from each end toward the well follows the growing one, so rounding errors are not amplified relative to it. The two pieces are scaled to the same $Y_m$ at a matching point $m$, which requires that neither vanishes there. The outermost maximum of $Y$ is a suitable place.

Equation (1) now holds everywhere except at $m$, where it leaves the residual

$$R=Y_{m+1}-(2+g_m)Y_m+Y_{m-1}.$$

Collect the interior values in a vector $Y$, and let $S(E)=\delta^2-\mathrm{diag}(g)$, a symmetric tridiagonal matrix. Then $SY$ has the single nonzero component $R$, at position $m$. Hence $R=0$ means that $E$ is a discrete level. Moving $m$ changes the path of the iteration but not this level, provided $Y_m\neq0$.

To find how $R$ depends on energy, multiply by $Y^T$:

$$Y^TSY=Y_mR.$$

Differentiate with respect to $E$, holding $m$ and the value $Y_m$ fixed. Because $S$ is symmetric,

$$2\Big(\frac{dY}{dE}\Big)^TSY+Y^T\frac{dS}{dE}Y=Y_m\frac{dR}{dE}.$$

The first term equals $2(dY_m/dE)R$, which is zero because $Y_m$ is fixed. For the second,

$$\frac{dg}{dk}=\frac{h^2w+h^2(h^2k/12)}{w^2}=\frac{h^2}{w^2},\qquad \frac{dk}{dE}=-2\mu,$$

so $dS/dE$ is diagonal with elements $+2\mu h^2/w_i^2$. Since $Y_i/w_i=\psi_i$,

$$\frac{dR}{dE}=\frac{2\mu h^2\sum_i\psi_i^2}{Y_m}. \tag{2}$$

This holds at any trial energy where the matching is possible, not just near a level. Newton's step $-R/(dR/dE)$ is therefore

$$\Delta E=-\frac{R\,Y_m}{2\mu h^2\sum_i\psi_i^2}. \tag{3}$$

The correction has a direct physical meaning. As $h\to0$, expand the neighbours of $m$ on their own sides:

$$Y_{m+1}+Y_{m-1}-2Y_m=h(\psi'_{\rm in}-\psi'_{\rm out})+h^2k_m\psi_m+O(h^3).$$

The term $g_mY_m=h^2k_m\psi_m$ cancels the second contribution. With $h\sum\psi_i^2\to\int\psi^2dr$,

$$\Delta E\to\frac{\psi_m(\psi'_{\rm out}-\psi'_{\rm in})}{2\mu\int\psi^2dr}. \tag{4}$$

Now evaluate the energy of the kinked function, $\int[\psi'^2/(2\mu)+V\psi^2]dr$. Integrating by parts on each side of $r_m$ gives $E\int\psi^2dr$ plus the boundary term $\psi_m(\psi'_{\rm out}-\psi'_{\rm in})/(2\mu)$. Thus, in this limit, $E+\Delta E$ is the energy expectation value of the matched function. The expectation value is stationary at an eigenfunction, which is why a first-order error in the function leaves a second-order error in the energy.

## How tight the threshold should be

Let $e_j$ be the trial energy minus $E_h$ at iteration $j$. With primes denoting energy derivatives at the root,

$$R=R'e+\tfrac12R''e^2+\dots,\qquad \frac{dR}{dE}=R'+R''e+\dots$$

The quotient is $e-R''e^2/(2R')+O(e^3)$, and subtracting it from $e$ gives

$$e_{j+1}=Ce_j^2+O(e_j^3),\qquad C=\frac{R''}{2R'}=\frac{N'}{2N}. \tag{5}$$

Here $N(E)=\sum\psi_i^2$ at $Y_m=1$, and the last equality follows from (2).

If the iteration stops when $|\Delta E|<t$ and the last correction is applied, the remaining iteration error is roughly $|C|t^2$ at most, once the iteration is in its quadratic regime. $C$ depends on the level and on the matching point, and it can have either sign. The threshold should make $|C|t^2$ small compared with the step error. Going much further improves the solution of the discrete problem, but not the physical level.

The weight in (3) matters. If $\psi_m$ replaces $Y_m$ in the numerator, the correction becomes $\Delta E/w_m$, and

$$e_{j+1}=\Big(1-\frac1{w_m}\Big)e_j+O(e_j^2). \tag{6}$$

This converges linearly in the end. The factor equals $-h^2k_m/(12w_m)$, so it is small on a fine mesh, and the early iterations can look quadratic. The final level is the same. For a solver of this kind, a small last correction has size $t\approx|e_j|/w_m$, so by (6) the error left after it is about $|w_m-1|\,t$, not $|C|t^2$.

## Making sure it is the requested level

Newton's method finds a level, not necessarily the requested one. A count supplies the missing information.

Run (1) outward over the whole mesh with $Y_1=1$. The values $Y_2,Y_3,\dots,Y_n$ are the leading principal minors of $-S$, because those minors obey the same recursion. If none vanishes, Gaussian elimination gives pivots equal to ratios of successive minors. By Sylvester's law of inertia, the number of negative pivots is the number of negative eigenvalues of $-S$. It is also the number of sign changes in $Y_1,\dots,Y_n$.

At $E=\min V$ all $g_i\ge0$, so $-S$ is positive definite and the count is zero. As $E$ rises, $d(-S)/dE$ is negative definite, so every eigenvalue of $-S$ falls. Each passage through zero is one discrete level. The number of sign changes is therefore the number of discrete levels below $E$.

The argument needs $g_i$ to be continuous, hence $w_i>0$ from $\min V$ upward:

$$\frac{h^2\,2\mu\,(V_{\max}-V_{\min})}{12}<1. \tag{7}$$

$V_{\max}$ is the largest potential value at the interior mesh points, often the one next to the inner end. The two end points do not enter (1), because $Y_0=Y_n=0$. Starting the mesh needlessly far up the repulsive wall can therefore force a smaller step.

Bisection on the count isolates level $v$. Newton steps follow, and one that leaves the bracket is replaced by a bisection. A small correction alone does not prove convergence. If a piece has a simple zero at $m$ for trial energy $p$, then $R\propto-1/(E-p)$ nearby, and Newton's step is $E-p$, which is also small. Counting just below and just above the final energy settles the matter: the results must be $v$ and $v+1$.

## How small the step should be

Insert the true wave function at the true energy into the discrete equation. With $Y^{\rm ex}_i=w_i\psi_i$, the derivation of (1) gives $S(E)Y^{\rm ex}=\tau$. The discrete solution obeys $S(E_h)Y^h=0$. Multiply the former by $(Y^h)^T$ and expand $S(E)$ about $E_h$:

$$(Y^h)^T\Big[S(E_h)-(E_h-E)\frac{dS}{dE}+\dots\Big]Y^{\rm ex}=(Y^h)^T\tau.$$

The first term vanishes by symmetry. To leading order both vectors may be replaced by $\psi$ in what remains, so

$$E_h-E=-\frac{\sum\psi_i\tau_i}{2\mu h^2\sum\psi_i^2}=\frac{h^4}{480\mu}\frac{\int\psi\psi^{(6)}dr}{\int\psi^2dr}+O(h^6).$$

Three integrations by parts, each changing the sign, with negligible end terms, give

$$E_h-E=-\frac{h^4}{480\mu}\frac{\int(\psi''')^2dr}{\int\psi^2dr}+O(h^6). \tag{8}$$

For a smooth potential and a sufficiently small step, the computed level is too low, and halving $h$ divides the error by 16.

Where the potential is flat and the wave number is $p$, $(\psi''')^2$ averages to $p^6$ times the average of $\psi^2$. This suggests the estimate

$$|E_h-E|\sim\frac{h^4p^6}{480\mu},\qquad p^2=2\mu(E-V_{\min}). \tag{9}$$

In a given potential, a larger mass or a higher level raises this estimate, and well below dissociation the true error (8) rises with it. Near dissociation the two part company: most of $\psi^2$ then lies in the outer region, where the local wave number is small, so the error (8) need not keep growing with $v$ even though (9) does. Estimate (9) is not a bound. In a harmonic ground state of frequency $\omega$, the momentum distribution is Gaussian with variance $\mu\omega/2$. Its sixth moment is $15(\mu\omega/2)^3=\tfrac{15}{8}(\mu\omega)^3$, whereas (9) uses $p^6=(\mu\omega)^3$.

A more reliable control is to run two steps. If $E_h=E+ch^4$, then $E_{h/2}=E+ch^4/16$. Eliminating $c$ gives

$$E\approx\frac{16E_{h/2}-E_h}{15},\qquad E_{h/2}-E\approx\frac{E_h-E_{h/2}}{15}. \tag{10}$$

Equation (8) assumes enough derivatives. A potential interpolated piecewise between computed points may lack them at the joins. The derivation then does not guarantee fourth order, and a third step should be used to see whether the differences really fall by 16. Errors of the potential curve itself and of the mesh ends are not reduced by refining $h$.

## Worked example

Take a rotationless Morse oscillator, $V=D(1-e^{-a(r-r_e)})^2$, with round parameters $\mu=1000$, $D=0.15$, $a=1$, $r_e=2$ in atomic units, on $0.6\le r\le8.6$ bohr.

Its levels on the whole line provide a reference. Set $\lambda=\sqrt{2\mu D}/a$, $z=2\lambda e^{-a(r-r_e)}$ and $s^2=\lambda^2-2\mu E/a^2$. The radial equation becomes

$$z^2\psi_{zz}+z\psi_z-\Big(\frac{z^2}{4}-\lambda z+s^2\Big)\psi=0.$$

Substituting $\psi=z^se^{-z/2}F$, with $s>0$ for decay at large $r$, gives

$$zF''+(2s+1-z)F'+(\lambda-s-\tfrac12)F=0.$$

The power series for $F$ must terminate, since otherwise it grows like $e^z$ and $\psi$ diverges at large $z$. This requires $\lambda-s-\tfrac12=v$, and therefore

$$E=\frac{a^2}{2\mu}(\lambda^2-s^2)=\frac{a^2}{\mu}\Big[\lambda(v+\tfrac12)-\tfrac12(v+\tfrac12)^2\Big].$$

For $v=5$, $\lambda=\sqrt{300}$ gives $E=0.080137794$ hartree, or 17588.213 cm$^{-1}$.

**The search.** At $h=0.02$ bohr, four bisections isolate the level between 0.075 and 0.084375 hartree. The midpoint is the first trial energy. There $R=-0.01311105$ and $\sum\psi_i^2=35.8196$ at $Y_m=1$. Since $2\mu h^2=0.8$,

$$\Delta E=\frac{0.01311105}{0.8\times35.8196}=4.5754\times10^{-4}\ \text{hartree}.$$

The next corrections are $-7.6\times10^{-6}$, $-3.2\times10^{-9}$ and $-5.5\times10^{-16}$ hartree. The result is 0.080137460 hartree, or 17588.140 cm$^{-1}$. Its error, $-3.3\times10^{-7}$ hartree, is entirely out of reach of the threshold.

**The iteration order.** To keep rounding out of the way, the iteration was repeated with 200 digits at $h=0.04$ bohr and fixed $m$. The errors, in hartree, are:

| Iteration | Weight $Y_m$ | Weight $\psi_m$ |
|---|---|---|
| 0 | $2.0\times10^{-3}$ | $2.0\times10^{-3}$ |
| 1 | $4.7\times10^{-4}$ | $4.8\times10^{-4}$ |
| 2 | $2.1\times10^{-5}$ | $2.3\times10^{-5}$ |
| 3 | $4.0\times10^{-8}$ | $1.0\times10^{-7}$ |
| 4 | $1.4\times10^{-13}$ | $2.6\times10^{-10}$ |
| 5 | $1.6\times10^{-24}$ | $6.5\times10^{-13}$ |

The errors for the weight $Y_m$ approach (5) with $C=87.6$ per hartree. This value belongs to the matching point used, $r_m=3.16$ bohr. On the same mesh $C$ is about $-84$ per hartree at $r_m=2.88$ bohr and about $506$ per hartree at $3.36$ bohr. The first step gives $4.7\times10^{-4}$ against $Ce_0^2=3.5\times10^{-4}$ hartree, because the cubic term still matters there. From the step between iterations 2 and 3 onward, $e_{j+1}$ and $Ce_j^2$ differ by less than 1% of $e_{j+1}$. For the weight $\psi_m$, successive errors end with the ratio 0.00251, which is $1-1/w_m$ for $w_m=1.00252$. With this $C$, a threshold of $10^{-6}$ hartree would leave an iteration error near $9\times10^{-11}$ hartree, far below the step error of $5.4\times10^{-6}$ hartree on the same mesh.

**The step order.** For $v=5$:

| $h$ (bohr) | $E_h-E$ (hartree) | Order |
|---|---|---|
| 0.040 | $-5.388\times10^{-6}$ | – |
| 0.020 | $-3.343\times10^{-7}$ | 4.011 |
| 0.010 | $-2.085\times10^{-8}$ | 4.003 |
| 0.005 | $-1.303\times10^{-9}$ | 4.001 |

Applying (10) to the last two energies leaves an error of $6\times10^{-13}$ hartree.

Suppose the level is wanted to 0.01 cm$^{-1}$. The error at $h=0.02$ bohr is 0.0734 cm$^{-1}$, so the fourth-power law gives

$$h=0.02\,(0.01/0.0734)^{1/4}\approx0.012\ \text{bohr}.$$

A step of 0.01 bohr meets the target, with an error near 0.005 cm$^{-1}$.

The coefficient $(E_h-E)/h^4$, measured at $h=0.01$ bohr, is $-0.0197$, $-2.085$ and $-4.904$ hartree/bohr$^4$ for $v=0$, 5 and 10. Formula (8), evaluated with analytic Morse functions, agrees within 0.1%. A step tested on the ground state alone would therefore be misleading: at the same $h$, the error for $v=10$ is about 250 times larger. For $v=5$, estimate (9) gives $(2000\times0.0801)^3/(480\times1000)\approx8.6$, about four times the measured magnitude. It is useful for a first choice of step, but not as an error bar.

**The step limit.** At $h=0.04$ bohr and $E=0$ the weight at the inner end $r=0.6$ bohr is 0.627. At that fixed point $1-w$ scales as $h^2$, so steps up to $0.04/\sqrt{0.373}\approx0.065$ bohr are safe on this range. This is conservative: the first interior point lies at $0.6+h$, lower on the wall, and there (7) fails only near 0.072 bohr. At $h=0.08$ bohr the count at $E=0.08$ hartree is 6, although only 5 discrete levels lie below.

## Setting the values

1. Place the ends where the highest required state is negligible, and check by extending the range. Make sure that (7) holds.
2. Choose a first $h$ from (9) for the most demanding state, then halve it. Use (10) to estimate the error for every state that matters.
3. Set the threshold so that the iteration error is well below that step error, but above the rounding level of the arithmetic. Apply the last correction.
4. Confirm the quantum number by counting on both sides of the final energy.

The numerical check compares the search with direct diagonalization of the same discrete problem for $v=0$ to 12; the largest difference is $1.7\times10^{-15}$ hartree. That agreement confirms the search. The error relative to the continuous equation is still the one set by $h$.

## Computed values

```
mu = 1000 m_e, D = 0.15 hartree, a = 1.0 /bohr, r_e = 2.0 bohr
mesh from 0.6 to 8.6 bohr; search step h = 0.02 bohr
smallest w_i at h = 0.04 bohr, E = 0: 0.6266
largest |search - matrix| for v = 0..12: 1.7e-15 hartree
v = 5: 4 bisections isolate [0.07500000, 0.08437500] hartree
iteration: E/hartree, r_m/bohr, R, sum psi^2, dE/hartree (Y_m = 1)
  0: 0.079687500000 3.10 -1.311105e-02 35.819581 4.575380e-04
  1: 0.080145037959 3.12 2.249026e-04 37.114713 -7.574578e-06
  2: 0.080137463382 3.12 9.607386e-08 37.083024 -3.238472e-09
  3: 0.080137460143 3.12 1.632028e-14 37.083011 -5.501265e-16
converged E_h = 0.080137460143 hartree = 17588.1395 cm^-1
Morse formula E = 0.080137794416 hartree = 17588.2129 cm^-1
trial E + 0.002 hartree, h = 0.005 bohr: mesh dE = -1.5897436e-03, kink dE = -1.5897220e-03 hartree
h = 0.04 bohr, fixed r_m = 3.16 bohr, root = 0.08013240617755 hartree
dR/dE at the first trial energy: difference 103.4150486, formula 103.4150486 /hartree
iteration error in hartree: weight Y_m, weight psi_m
  0: 0.0020054  0.0020054
  1: 0.00047305  0.00047772
  2: 2.1203e-5  2.2842e-5
  3: 3.9546e-8  1.0327e-7
  4: 1.3707e-13  2.6017e-10
  5: 1.6467e-24  6.531e-13
observed order, weight Y_m: 2.0000005
e_5/e_4^2 = 87.644684, N'/(2N) = 87.644684 /hartree
w_m = 1.0025166; linear ratio, weight psi_m: 0.0025102754, 1 - 1/w_m = 0.0025102754
v = 5: h/bohr, E_h/hartree, (E_h - E)/hartree, observed order
  0.040 0.080132406178 -5.38824e-06 -
  0.020 0.080137460143 -3.34273e-07 4.0107
  0.010 0.080137773562 -2.08542e-08 4.0026
  0.005 0.080137793113 -1.30280e-09 4.0007
Richardson from the last two: 0.080137794417 hartree, error 6.3e-13 hartree
largest wave-function deviation at h = 0.005: 1.6e-07 bohr^-1/2
v: (E_h - E)/h^4 at h = 0.01, predicted, both in hartree/bohr^4
  0: -0.019718 -0.019713
  5: -2.085421 -2.084168
  10: -4.903814 -4.899470
```
